# Why a Leaky Capacitor Looks Ferroelectric and Pulse Subtraction Reveals It

## A resistor that draws a loop

Connect a plain resistor to an instrument made for measuring ferroelectrics. The instrument applies $V=V_0\sin\omega t$, integrates the current that flows, and plots the charge against the voltage. Let the resistor be a film of thickness $d$ and conductivity $\sigma$, so that the field is $E=V/d$, with peak value $E_0=V_0/d$, and the current density is $J=\sigma E_0\sin\omega t$. The charge per area collected since $t=0$ is

$$
\int_0^t \sigma E_0\sin\omega t'\,dt'=\frac{\sigma E_0}{\omega}\,(1-\cos\omega t).
$$

The integrator's starting value is arbitrary, so the plot is shifted to be centred on zero charge. This removes the constant and leaves

$$
Q(t)=-\frac{\sigma E_0}{\omega}\cos\omega t .
$$

When the voltage passes through zero on its way down, $\omega t=\pi$ and $Q=+\sigma E_0/\omega$. When it passes through zero on its way up, $\omega t=2\pi$ and $Q=-\sigma E_0/\omega$. The plot therefore shows two different charges at zero voltage, with the sign set by the polarity of the preceding half-cycle. In a ferroelectric that is the mark of remanent polarization. The resistor has stored nothing: the charge passed through it and was counted.

The loop closes because the positive half-cycle carries as much charge forward as the negative one carries back. The opening appears because the count at any moment depends on the past current, even though the current itself depends on the present voltage alone. The memory belongs to the integrator.

## Adding the capacitor

A dielectric film also stores charge. Let its permittivity be $\varepsilon=k\varepsilon_0$, independent of field and frequency, and let it contain no switchable polarization. The current density is the sum of a charging part and a leakage part,

$$
J=\varepsilon\frac{dE}{dt}+\sigma E .
$$

Integrating and centring as before gives

$$
Q=\varepsilon E_0\sin\omega t-P_{\rm app}\cos\omega t,\qquad P_{\rm app}=\frac{\sigma E_0}{\omega}.
$$

The first term is $\varepsilon E$, a straight line in the plot. The second is the resistor's loop. Since $\sin\omega t=E/E_0$ and $\cos\omega t=-(Q-\varepsilon E)/P_{\rm app}$, the identity $\sin^2+\cos^2=1$ removes the time:

$$
\left(\frac{E}{E_0}\right)^2+\left(\frac{Q-\varepsilon E}{P_{\rm app}}\right)^2=1 .
$$

This is an ellipse sheared upward by the dielectric response. At $E=0$ it gives $Q=\pm P_{\rm app}$, the false remanence.

The false coercive field is the field at which $Q=0$. On the rising branch this requires $\varepsilon E_0\sin\omega t=P_{\rm app}\cos\omega t$, or $\tan\omega t=\sigma/(\omega\varepsilon)=1/(\omega\tau)$, with $\tau=\varepsilon/\sigma$. An angle with this tangent has sine $1/\sqrt{1+(\omega\tau)^2}$, so

$$
E_{\rm app}=\frac{E_0}{\sqrt{1+(\omega\tau)^2}} .
$$

The direction of travel also agrees with that of a ferroelectric. With $V$ horizontal and $Q$ vertical, a counterclockwise loop has positive area $\oint V\,dQ=\int VJ\,dt$, which is the energy taken from the source per cycle and per unit area. The charging term contributes the integral of $\sin\omega t\cos\omega t$ over a period, which vanishes. The leakage term gives

$$
\oint V\,dQ=V_0\sigma E_0\int_0^{2\pi/\omega}\sin^2\omega t\,dt=\frac{\pi V_0\sigma E_0}{\omega}=\pi V_0P_{\rm app}>0 .
$$

A ferroelectric loop is counterclockwise for the same reason: switching, too, takes net energy from the source. Neither the direction nor the area separates the two.

## Numbers for a leaky hafnia film

Take a non-ferroelectric hafnia film with $d=10$ nm, $k=20$ and $\sigma=10^{-8}$ S/cm, driven at 3 V and 1 kHz. The peak field is 3 MV/cm and the peak leakage is $10^{-8}\times3\times10^{6}=0.03$ A/cm². With $\omega=6283$ s⁻¹,

$$
P_{\rm app}=\frac{0.03\ \text{A/cm}^2}{6283\ \text{s}^{-1}}=4.77\ \mu\text{C/cm}^2 .
$$

The relaxation time is $\tau=177\ \mu$s, so $\omega\tau=1.113$ and $E_{\rm app}=3/\sqrt{1+1.113^2}=2.01$ MV/cm. The heat per cycle is $\pi\times3\times4.77=45.0\ \mu$J/cm². A reader shown these two loop parameters alone could take the film for a weak ferroelectric with a high coercive field.

## Where the imitation fails

The limits of $\omega\tau$ show what the ellipse is made of. For $\omega\tau\gg1$ the film is mostly a capacitor: $P_{\rm app}/(\varepsilon E_0)=1/(\omega\tau)$ is small, $E_{\rm app}\approx E_0/(\omega\tau)$, and the loop narrows to a line. For $\omega\tau\ll1$ it is mostly a resistor, and $E_{\rm app}$ approaches $E_0$. For ohmic leakage and every value of $\omega\tau$, both false parameters grow in proportion to the drive amplitude at fixed frequency. The remanence of an ideal, fully switched ferroelectric does not.

The tips differ as well. The charge is largest when $J=0$, which means $\varepsilon\omega\cos\omega t+\sigma\sin\omega t=0$, or $\tan\omega t=-\omega\tau$. This happens after the voltage maximum, when the field has fallen to

$$
E=E_0\,\frac{\omega\tau}{\sqrt{1+(\omega\tau)^2}} .
$$

In the example this is at 2.23 V, not 3 V. At the voltage maximum itself the leakage is strongest and the charge is still rising, so the tip is round. In a saturated ferroelectric without leakage, the polarization is constant near the tip and the remaining charge follows $\varepsilon E$, so charge and voltage peak together.

Frequency gives a third sign. At fixed amplitude, $P_{\rm app}\propto1/f$, because a shorter half-cycle leaves less time to leak. At 10 kHz the formula gives 0.477 µC/cm². For an electrode of $10^{-4}$ cm² the film has a capacitance of 177 pF and a leakage resistance of 1 MΩ. The circuit solved with these values and a 50 Ω series resistor gives 0.480. The excess comes from the resistor, which delays the capacitive charge by $R_sC=50\ \Omega\times177\ \text{pF}=8.9$ ns and so adds about $\varepsilon E_0\,\omega R_sC$ at zero voltage. That is 0.003 µC/cm² at 10 kHz. At 1 kHz it is ten times less, and most of it is cancelled by the small loss of voltage in the resistor, which lowers the leakage. The $1/f$ rule belongs to leakage. Dielectric loss also opens the loop, by $k''\varepsilon_0E_0$, where $k''$ is the imaginary part of the relative permittivity, and this part does not fall with frequency if $k''$ is flat. For $k''=0.4$, a loss tangent of 0.02, it is 0.11 µC/cm². An opening that does not change with frequency is therefore no proof of ferroelectricity.

The leakage need not be ohmic. If it depends on the instantaneous field and is odd, $J(-E)=-J(E)$, the two half-cycles still carry opposite charges and the loop closes. The charge climbs from $-P_{\rm app}$ to $+P_{\rm app}$ during the positive half-cycle of period $T_0$, so

$$
P_{\rm app}=\frac12\int_0^{T_0/2}J\,dt .
$$

If the film leaks half as well under negative voltage, the forward charge $2P_{\rm app}$ is answered by only $P_{\rm app}$, and the loop misses its starting point by 4.77 µC/cm² per cycle. Unequal leakage thus opens the loop, but a closed loop does not prove that the film is free of leakage.

## Asking the same question twice

A resistor gives the same answer to the same voltage. A ferroelectric does not: its first positive pulse after a negative one switches it, and the second finds it already switched. Positive-up-negative-down (PUND) measurement uses this difference. A negative preset pulse is followed by two equal positive pulses, P and U, and two equal negative ones, N and D. Each returns to zero volts.

Let each pulse be a triangle with rise and fall times $t_r$. For the leaky linear film, the charge drawn in one positive pulse is

$$
Q_P=\varepsilon\,[E_{\rm end}-E_{\rm start}]+\sigma\int E\,dt=0+\sigma E_0t_r .
$$

The bracket vanishes because the field starts and ends at zero, and the integral is the area of a triangle of base $2t_r$ and height $E_0$. Nothing here refers to earlier pulses, so $Q_U=Q_P$ and $Q_P-Q_U=0$. For $t_r=0.25$ ms each pulse draws $0.03\times0.25\times10^{-3}$ C/cm² $=7.5\ \mu$C/cm². The circuit with the series resistor gives 7.4996 for both, lower by the fraction $50\ \Omega/1\ \text{M}\Omega$ of the voltage lost in that resistor. The false charge is still present in each pulse; the subtraction removes it.

Now add an ideal square ferroelectric element with $P_r=20\ \mu$C/cm² and coercive field $E_c=1$ MV/cm, and leave out the series resistor. The sine loop shows a remanence of $20+4.77=24.8\ \mu$C/cm², too high by 24% of the true value. In the pulse train, P takes the polarization from $-P_r$ to $+P_r$ and U leaves it there:

$$
Q_P-Q_U=(2P_r+\sigma E_0t_r)-\sigma E_0t_r=2P_r .
$$

The numbers are $47.5-7.5=40.0\ \mu$C/cm², and half of this is the true remanence.

## What the subtraction cannot remove

The cancellation rests on repetition, so anything that makes P and U unequal survives it. Ferroelectric switching is one such thing, but not the only one.

Consider a linear film in which part of the polarization, $p$, relaxes slowly with time constant $\tau_s$. Let $T$ be the time from one pulse to the next and $a=e^{-T/\tau_s}$. Because the response is linear, a positive pulse changes $p$ from $p_0$ to $ap_0+b$, where $b$ is what one pulse leaves on a rested film at the end of its slot. The slow charge drawn is $b-(1-a)p_0$. The preset leaves $p=-b$, so P starts from $-b$ and U starts from $-ab+b=(1-a)b$. Subtracting the two charges gives

$$
Q_P-Q_U=(1-a)\,[(1-a)b-(-b)]=(1-a)(2-a)\,b .
$$

This is positive, like a real remanence, in a film with no ferroelectricity at all. For a slow part with permittivity 1, $\tau_s=1$ ms and $T=1$ ms, $a=0.368$ and $b=0.0315\ \mu$C/cm², and the residue is 0.033 µC/cm². For a fixed pulse shape, $b$ is proportional to $a=e^{-T/\tau_s}$, so the residue varies as $a(1-a)(2-a)$. This is largest at $a=1-1/\sqrt3$, or $T\approx0.86\,\tau_s$. Below that value a longer wait increases the residue, and only a wait of several $\tau_s$ removes it. A film with a broad spread of relaxation times has parts slower than any chosen wait, and its residue falls more slowly than an exponential.

Leakage that depends on the polarization is not cured by waiting. Let the conductivity be $\sigma(1+gs)$, with $s=+1$ for up and $-1$ for down. P and U then differ while the field rises from zero to $E_c$, since the film is still down in P and already up in U. The field is $E_0t/t_r$, so its time integral up to $E_c$ is $E_c^2t_r/(2E_0)$. The conductivities differ by $-2g\sigma$, and $Q_P-Q_U$ changes by

$$
-\frac{g\sigma E_c^2t_r}{E_0} .
$$

For $g=0.1$ this is $-0.083\ \mu$C/cm², or 0.2% of the 40 µC/cm² signal. It grows in proportion to the leakage and to the pulse length.

Back-switching changes what is measured. Suppose each pulse drives the polarization fully to $\pm P_r$, and it falls to $\pm P_s$ during the wait that follows. With the waits included in the integration, P takes the polarization from $-P_s$ to $+P_s$, while U starts and ends at $+P_s$. The difference is $2P_s$, so the method returns $P_s$, the polarization that survives the wait.

## Beside real films

The thickness, permittivity, $P_r$ and $E_c$ are rough values in the range of thin hafnia capacitors, though the ferroelectric phase tends to have a somewhat higher permittivity than 20. The leakage is deliberately far above that of a good film; $P_{\rm app}$ scales with it. The peak field is 0.6 of a rough breakdown field of 5 MV/cm. Ohm's law is a further simplification, and the false remanence depends on it. With a Poole–Frenkel law, in which the field lowers the barrier for escape from traps, with a rough optical permittivity of 4, a temperature of 300 K and the peak current held at 0.03 A/cm², the false remanence falls from 4.77 to 1.61 µC/cm², because the current is concentrated near the voltage peaks. P and U then draw 1.05 µC/cm² each and still cancel. The other signs change too. The false coercive field drops to 0.91 MV/cm, the charge peaks at 2.80 V, much closer to the voltage maximum, and the false remanence grows far faster than the amplitude, from 0.15 µC/cm² at 2.5 V to 1.61 at 3 V. The law assumes traps deeper than the barrier lowering, which is 0.66 eV at the peak field. Self-heating, about $2\times10^{-4}$ K for an electrode of $10^{-4}$ cm² on a thick silicon substrate, is negligible here. Tunnelling is left out of the model. For a barrier of 2 eV and an effective mass of 0.2 electron masses, the zero-temperature Fowler–Nordheim formula without the image force gives about $10^{-5}$ A/cm² at the peak. This is far below the assumed leakage, but it depends exponentially on both inputs: halving the mass raises it to about 0.1 A/cm², above that leakage. Room temperature and the image force would raise both values. The program lists the inputs of these estimates.

## Numbers as computed

```
film thickness = 10 nm, relative permittivity = 20
conductivity = 1.0e-08 S/cm, electrode area = 1.0e-04 cm2
drive amplitude = 3.0 V, frequency = 1 kHz
peak field = 3.00 MV/cm
angular frequency = 6283.2 1/s
capacitance = 177.1 pF
leakage resistance = 1.000 Mohm
peak leakage current density = 0.0300 A/cm2
relaxation time tau = 177.1 us, omega*tau = 1.1127
peak capacitive charge = 5.313 uC/cm2
false remanence, formula = 4.7746 uC/cm2
false remanence, read from circuit loop = 4.7747 uC/cm2
false coercive field, formula = 2.0054 MV/cm
false coercive field, circuit loop = 2.0055 MV/cm
voltage at largest charge, circuit loop = 2.232 V
loop area (heat per cycle) = 45.00 uJ/cm2
false remanence at 10 kHz, circuit loop = 0.4804 uC/cm2
gap per cycle, negative leakage halved = 4.775 uC/cm2
pulse rise time = 0.25 ms, slot length = 1.0 ms
linear film, charge in P = 7.4996 uC/cm2
linear film, charge in U = 7.4996 uC/cm2
linear film, |P-U| below 1e-6 uC/cm2: True
linear film, charge in N = -7.4996, in D = -7.4996 uC/cm2
ferroelectric input: Pr = 20.0 uC/cm2, Ec = 1.0 MV/cm
ferroelectric + leak, remanence read from sine = 24.775 uC/cm2
ferroelectric + leak, charge in P = 47.500 uC/cm2
ferroelectric + leak, charge in U = 7.500 uC/cm2
ferroelectric + leak, P-U = 40.000 uC/cm2
slow part: permittivity = 1.0, time = 1.0 ms
slow part: left by one pulse b = 0.03153 uC/cm2, a = 0.3679
slow part: residue in P-U = 0.03253 uC/cm2
state-dependent leakage: g = 0.10
state-dependent leakage: change of P-U = -0.0833 uC/cm2
Poole-Frenkel: optical permittivity = 4.0, T = 300 K
Poole-Frenkel: barrier lowering at peak = 0.657 eV = 25.4 kT
Poole-Frenkel: false remanence, same peak current = 1.606 uC/cm2
Poole-Frenkel: charge in P = 1.051, in U = 1.051 uC/cm2
tunnelling: rough barrier = 2.0 eV, mass = 0.2 m_e
tunnelling: peak current density = 1.1e-05 A/cm2
series resistance = 50 ohm, added remanence = 3.0e-04 uC/cm2
self-heating: mean power = 0.045 W/cm2, rise = 1.7e-04 K
rough breakdown field = 5.0 MV/cm, used = 0.60
```
